# Cohesive-Zone Length of a Crack in a Chip's Epoxy Layer

## Problem

A silica-filled epoxy layer on a silicon chip has modulus $E=10$ GPa. A crack runs along a weak bond, either between two parts of this layer or between the layer and the chip. Separating the bond costs an energy per area $\Gamma=3$ J/m². Ahead of the open crack lies a cohesive zone, where the faces have begun to separate but still pull on each other with a stress of at most $s=50$ MPa. These are rough values.

(a) What length do $E$, $\Gamma$ and $s$ set for this zone?

(b) Find the zone length and the failure stress of a crack of half-length $a$ when the cohesive stress is constant. When does the length from (a) govern the answer?

(c) How far does the result move with another softening law, and with silicon on one side of the crack?

Take an isotropic, linear-elastic solid at small strain, in plane stress, with a straight crack opened symmetrically (mode I). Tension is positive, and $\delta$ is the gap between the faces.

## Solution

### (a) The scale

If a traction $s$ acts over a length $\ell$ of the faces, the strain is of order $s/E$ over a region of size $\ell$, so the gap changes by about $s\ell/E$. A constant cohesive stress does work $s\delta$ per unit area, so separation is complete at $\delta_c=\Gamma/s$. Equating the two openings gives

$$\frac{sL}{E}=\frac{\Gamma}{s}\quad\Rightarrow\quad L=\frac{E\Gamma}{s^2}.$$

Dimensional analysis alone would not settle this, since $\Gamma/s$ is also a length and $s/E$ is a pure number. Linear elasticity does settle it. Measure stress in units of $s$, opening in $\Gamma/s$ and distance in $L$. The elastic relation, stress $\sim E\times$ opening/distance, then has the coefficient $E(\Gamma/s)/(Ls)=1$. For a long crack in a large body no parameter is left, so the zone length is a pure number times $L$, and that number depends on the shape of the softening law.

With $1\ \text{J/m}^2=1\ \text{MPa µm}$,

$$L=\frac{(10\,000\ \text{MPa})(3\ \text{MPa µm})}{(50\ \text{MPa})^2}=12\ \text{µm}.$$

The critical opening is $\Gamma/s=60$ nm, and $s/E=0.005$, consistent with small strain.

### (b) Constant cohesive stress

**Response of one half.** Let the upper half-plane $y>0$ carry the surface traction $\sigma_{yy}=p\cos kx$, with $k>0$ and no shear. Derive the stresses from an Airy function $\phi$ by $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$, $\sigma_{xy}=-\phi_{xy}$, which satisfies equilibrium. Compatibility requires $\nabla^4\phi=0$. For $\phi=f(y)\cos kx$ this reads $(d^2/dy^2-k^2)^2f=0$, whose decaying solutions are $(A+By)e^{-ky}$. The surface conditions select

$$\phi=-\frac{p}{k^2}(1+ky)e^{-ky}\cos kx,$$

$$\sigma_{yy}=p(1+ky)e^{-ky}\cos kx,\qquad \sigma_{xx}=p(1-ky)e^{-ky}\cos kx.$$

The shear stress is proportional to $y$ and vanishes at the surface. Since $u_y\to0$ at depth, the surface displacement is minus the integral of $\epsilon_{yy}=(\sigma_{yy}-\nu\sigma_{xx})/E$ over $y$. The integral of $(1+ky)e^{-ky}$ is $2/k$ and that of $(1-ky)e^{-ky}$ is zero, so

$$u_y(x,0)=-\frac{2p}{Ek}\cos kx .$$

The lower half is the mirror image, hence $\delta=2u_y$.

**A complex form.** Put $Z=p\,e^{ikz}$ with $z=x+iy$. On the crack line $\operatorname{Re}Z=p\cos kx$ is the traction. Its integral is $pe^{ikx}/(ik)$, with imaginary part $-(p/k)\cos kx$. Therefore

$$\sigma_{yy}=\operatorname{Re}Z,\qquad \frac{d\delta}{dx}=\frac4E\operatorname{Im}Z .$$

A factor $-i$ gives the sine waves. By superposition the rule holds for functions analytic in the upper half-plane that are built from such waves. A uniform remote stress $S$ adds the real constant $S$, which opens nothing.

**The crack.** Let the faces be free for $|x|<a$, carry the traction $s$ for $a<|x|<c$, and be closed beyond $c$. Then $\operatorname{Re}Z$ is $0$ and $s$ on the first two parts, $\operatorname{Im}Z=0$ on the third, and $Z\to S$ far away. The stress must stay finite at $c$, since it may not exceed $s$.

It is easier to find $Z'=dZ/dz$. It is imaginary for $|x|<c$, real for $|x|>c$, and has poles where the traction jumps. In the upper half-plane the argument of $z-a$ falls from $\pi$ to $0$ as $x$ increases through $a$, so $(is/\pi)\ln(z-a)$ has a real part that rises by $s$. Near $a$ we therefore need $Z'\simeq is/[\pi(z-a)]$, and near $-a$ the opposite sign. These conditions are met by

$$Z'=-\frac{B}{(z^2-a^2)\sqrt{z^2-c^2}},\qquad B=\frac{2as\sqrt{c^2-a^2}}{\pi}.$$

To check the pole, use $\sqrt{z^2-c^2}=i\sqrt{c^2-a^2}$ at $x=a$; this gives $-B/[2a\,i\sqrt{c^2-a^2}\,(z-a)]=is/[\pi(z-a)]$. An added term $C/\sqrt{z^2-c^2}$ would make $Z$ grow logarithmically at infinity, and a stronger singularity at $c$ would make the stress infinite.

**Remote stress.** Since $Z(c)=s$, we have $S=s+\int_c^\infty Z'\,dx$. Substitute $w=\sqrt{x^2-c^2}/x$. Then $dx/\sqrt{x^2-c^2}=dw/(1-w^2)$ and $x^2-a^2=(c^2-a^2+a^2w^2)/(1-w^2)$, so

$$S=s-B\int_0^1\frac{dw}{c^2-a^2+a^2w^2}
=s-\frac{2s}{\pi}\arctan\frac{a}{\sqrt{c^2-a^2}} .$$

The arctangent equals $\arcsin(a/c)=\pi/2-\arccos(a/c)$, which leaves

$$S=\frac{2s}{\pi}\arccos\frac ac .$$

**Opening at $x=a$.** For $a<x<c$ the root is $i\sqrt{c^2-x^2}$, so $Z'=iB/[(x^2-a^2)\sqrt{c^2-x^2}]$. Because $\operatorname{Im}Z(c)=0$, $\operatorname{Im}Z(x)$ is minus the integral of $B/[(t^2-a^2)\sqrt{c^2-t^2}]$ from $x$ to $c$. Also $\delta(c)=0$, so $\delta(a)=-(4/E)\int_a^c\operatorname{Im}Z\,dx$. Exchanging the order of integration produces a factor $t-a$:

$$\delta(a)=\frac{4B}{E}\int_a^c\frac{(t-a)\,dt}{(t^2-a^2)\sqrt{c^2-t^2}}
=\frac{4B}{E}\int_a^c\frac{dt}{(t+a)\sqrt{c^2-t^2}} .$$

With $t=c\cos\theta$ and $\tau=\tan(\theta/2)$, the last integral becomes

$$\int_0^{\tau_0}\frac{2\,d\tau}{(c+a)-(c-a)\tau^2}
=\frac{1}{\sqrt{c^2-a^2}}\ln\frac{\sqrt{c+a}+\sqrt{c-a}\,\tau_0}{\sqrt{c+a}-\sqrt{c-a}\,\tau_0}.$$

Here $\cos\theta_0=a/c$, so $\tau_0=\sqrt{(c-a)/(c+a)}$. Multiplying the numerator and denominator of the logarithm's argument by $\sqrt{c+a}$ gives $2c/2a$. Thus

$$\delta(a)=\frac{8as}{\pi E}\ln\frac ca .$$

**Failure.** The free crack begins to grow when $\delta(a)=\Gamma/s$, that is, when $\ln(c/a)=\pi L/(8a)$. Hence

$$c-a=a\left(e^{\pi L/8a}-1\right),\qquad
S=\frac{2s}{\pi}\arccos\left(e^{-\pi L/8a}\right).$$

At fixed $E$, $\Gamma$ and $s$, this $S$ falls as $a$ grows, so growth under constant remote stress is unstable.

**Long cracks, $a\gg L$.** Expanding the exponential gives

$$c-a\to\frac{\pi}{8}L=0.393\times12\ \text{µm}=4.7\ \text{µm}.$$

For small $\epsilon=\pi L/(8a)$, $\arccos(e^{-\epsilon})\simeq\sqrt{2\epsilon}$. Then

$$S\simeq\frac{2s}{\pi}\sqrt{\frac{\pi L}{4a}}=s\sqrt{\frac{L}{\pi a}}=\sqrt{\frac{E\Gamma}{\pi a}} .$$

This is Griffith's law; the strength has dropped out. A sharp crack without cohesion has $Z=Sz/\sqrt{z^2-a^2}$, which at a small distance $r$ ahead of its tip is $S\sqrt{a/2r}$. Writing this as $K/\sqrt{2\pi r}$ defines the stress intensity $K=S\sqrt{\pi a}$. Long-crack failure therefore occurs at $K=\sqrt{E\Gamma}=0.173$ MPa√m.

**Short cracks, $a\ll L$.** The exponential in $S$ vanishes and $S\to s$: the solid fails at its strength, almost regardless of the crack. The zone becomes much longer than $a$, and $\pi L/8$ no longer describes it. The two limiting laws cross where $\sqrt{E\Gamma/(\pi a)}=s$, at $a=L/\pi=3.8$ µm. The full formula gives 40.6 MPa there, below both.

For $a=10$ µm the exponent is $4.712/10=0.471$ and $e^{-0.471}=0.624$, so $S=28.5$ MPa and $c-a=6.0$ µm. The table gives this case with three others.

| $a$ (µm) | $s$ (MPa) | Failure $S$ (MPa) | Griffith (MPa) | Zone $c-a$ (µm) |
|---:|---:|---:|---:|---:|
| 3 | 50 | 43.3 | 56.4 | 11.4 |
| 10 | 50 | 28.5 | 30.9 | 6.0 |
| 30 | 50 | 17.4 | 17.8 | 5.1 |
| 10 | 100 | 30.3 | 30.9 | 1.25 |

At $a=3$ µm Griffith's law predicts a stress above the strength, which is impossible in this model. At 30 µm it is about 3% above the cohesive result. In the last row $E$, $\Gamma$ and $a$ are as in the second, but doubling $s$ reduces $L$ fourfold to 3 µm. The zone shrinks nearly fivefold, while the failure stress rises by 6%.

These formulas were tested against a boundary-element calculation in which the zone's end was not prescribed but located by requiring the stress ahead to stay below $s$. At the four failure stresses it gave zones of 11.43, 6.02, 5.10 and 1.25 µm. The elements were sized to put about 80 in the predicted zone, so the zone's end is located only to about 1% of the zone length; the formula agrees within that resolution. The openings at $a$ were 60.00 nm in the first three cases and 30.00 nm in the last, equal to $\Gamma/s$ at the printed precision.

### (c) Other softening and a silicon side

**Linear softening.** Keep $\Gamma$ and $s$, but let the traction fall linearly as the faces part:

$$t=s\left(1-\frac{\delta}{2\Gamma/s}\right).$$

The area under this line is $\tfrac12 s(2\Gamma/s)=\Gamma$. Consider a long crack with the zone's leading end at $x=0$ and the open faces at $x=-r$. A traction $t\,d\rho$ concentrated at $r=\rho$, with finite stress at the leading end, corresponds to

$$dZ=\frac{t\,d\rho}{\pi\sqrt\rho}\,\frac{\sqrt z}{z+\rho}.$$

This is real for $x>0$ and imaginary for $x<0$ except at the loaded point. There $\sqrt z=i\sqrt\rho$, and the real part of $(i/\pi)/(z+\rho)$ on the line is the required unit point load. Far away $dZ\to t\,d\rho/(\pi\sqrt{\rho z})$. Comparison with $K/\sqrt{2\pi z}$ gives the applied stress intensity

$$K=\int t(\rho)\sqrt{\frac{2}{\pi\rho}}\,d\rho .$$

At $x=-r$, $\operatorname{Im}dZ=t\,d\rho\sqrt{r/\rho}/[\pi(\rho-r)]$. Since $d/dr=-d/dx$, the slope is $d\delta/dr=(4/\pi E)\,t\,d\rho\,\sqrt{r/\rho}/(r-\rho)$. Integrating from $r=0$ with $v=\sqrt r$, and using $v^2/(v^2-\rho)=1+\rho/(v^2-\rho)$, gives

$$\delta(r)=\frac{4}{\pi E}\int t(\rho)\left[2\sqrt{\frac r\rho}-\ln\left|\frac{\sqrt r+\sqrt\rho}{\sqrt r-\sqrt\rho}\right|\right]d\rho .$$

This was solved numerically together with the softening law, and the zone length was chosen so that the traction vanishes at its trailing end. The length is $0.731L=8.8$ µm, nearly twice the constant-stress value. The relation $K^2=E\Gamma$ was not imposed, yet the solution gives $K^2/(E\Gamma)=1$ to the printed precision. For these two laws, then, softening changes the zone length but not the long-crack failure load. The failure stresses tabulated in (b) are for constant cohesive stress only; for shorter cracks they depend on the softening law too. With linear softening the load peaks before the faces at $x=a$ have fully parted, at about 36, 25.5 and 16.5 MPa for $a=3$, 10 and 30 µm, so Griffith's law is still about 8% high at 30 µm.

**Plane strain.** Far from free side surfaces the strain along the crack front vanishes, so $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$. Substitution into Hooke's law gives

$$\epsilon_{yy}=\frac{(1-\nu^2)\sigma_{yy}-\nu(1+\nu)\sigma_{xx}}{E}.$$

This has the plane-stress form with $E'=E/(1-\nu^2)$ and $\nu'=\nu/(1-\nu)$. For $\nu=0.30$, $E'=10.99$ GPa and $L$ becomes 13.2 µm.

**Silicon on one side.** The two surfaces now move by $2p/(E_1'k)$ and $2p/(E_2'k)$. Their sum equals the opening $4p/(E^*k)$ of a uniform solid if

$$\frac{2}{E^*}=\frac1{E_1'}+\frac1{E_2'} .$$

With $E=160$ GPa and $\nu=0.22$ for silicon, $E^*=20.6$ GPa and $L=24.8$ µm. The stiff side hardly moves, so a given traction closes the gap by about half as much and must act over about twice the length. The long-crack zones become 9.7 µm for constant stress and 18 µm for linear softening.

This replacement omits one coupling. Normal traction also stretches each surface, by $(1-\nu')p/E'$, and unequal stretching makes the faces slide. Relative to the summed normal slopes $2p/E_1'+2p/E_2'$, the mismatch is

$$\beta=-\frac{(1-\nu_1')/E_1'-(1-\nu_2')/E_2'}{2/E_1'+2/E_2'}=-0.25 .$$

Sliding must act back through the same coupling to alter the opening, so the correction starts at order $\beta^2=0.06$, but it is not bounded by that number. Its sign depends on whether the zone carries shear, and it grows with crack length, because under remote tension the mix of opening and shear at an interface tip drifts with the logarithm of $a$ over the zone length. For constant stress and $a$ from 3 to 30 zone lengths, the zone is roughly 10 to 17% longer if it cannot slide and roughly 7 to 16% shorter if it slides freely. The interface zones above should be read with about this uncertainty. Sliding can also change $\Gamma$ itself; that effect is not computed here.

### The numbers beside a real package

A modulus near 10 GPa and a strength of tens of MPa are reasonable for a filled epoxy. The 3 J/m² stands for a weak bond; a good bond, or the epoxy itself, can be much tougher, and $L$ grows in proportion if $E$ and $s$ stay the same. Among the corrections to $L$ computed here, the silicon side is the largest: a factor of 1.9 beyond the plane-strain value, or 2.1 for the two together. The exact modulus of silicon matters little: 130 GPa in place of 160 GPa gives 24.4 instead of 24.8 µm.

Strength enters squared. With $E$ and $\Gamma$ fixed, a 20% higher or lower $s$ gives 8.3 or 18.8 µm in the simple estimate. If heat lowers both $E$ and $s$ by 20% at fixed $\Gamma$, it gives 15 µm.

Two geometric assumptions are strained. In a 50 µm layer the length of the 18 µm interface zone is 36% of the layer's thickness, so the body is not large compared with the zone, and the lengths above are only rough there. A crack much longer than the interface's $L$ of 24.8 µm is also about as long as the layer is thick, or longer. The layer can then bend away from the chip, and the failure stresses of (b) do not apply. Filler particles of 1 µm are about a fifth of the 4.7 µm zone, and coarser filler would undermine the uniform-solid model.

Temperature also supplies a load. For an expansion mismatch of 17 ppm/K and 100 K of cooling, a layer attached to a much thicker chip that stays flat carries an equal tension in both in-plane directions,

$$\sigma=\frac{E\,\Delta\alpha\,\Delta T}{1-\nu}=24.3\ \text{MPa}.$$

Its energy per area, for thickness $h$, is $h\sigma^2(1-\nu)/E$. A flat delamination with the layer still attached on all sides leaves this tension in place. Suppose instead that a long delamination runs in from a free edge of the layer and releases the stress in one direction, while the strain $\sigma(1-\nu)/E$ along the front is kept. The energy $h\sigma^2(1-\nu)^2/(2E)$ remains. With a free top surface and no bending, the energy released is

$$G=\frac{h\sigma^2(1-\nu)}{2E}\,[2-(1-\nu)]=\frac{(1-\nu^2)\sigma^2h}{2E}=1.34\ \text{J/m}^2 .$$

This is 45% of $\Gamma$. If $\Gamma$ is the same for every mix of opening and shear, this cooling alone does not drive the long delamination. That is not a general rule: $G$ grows as $h$ and as $\Delta T^2$, so with the other values unchanged about 150 K of cooling would already reach $\Gamma$. The margin left for a second load depends on how that load acts, because the energies released by two loads do not in general simply add. If the second load has the same mix of opening and shear as the cooling, with the same signs, the stress intensities add, and that load needs an energy release of only $(\sqrt{3}-\sqrt{1.34})^2=0.33$ J/m² of its own, not the remaining 1.66 J/m². At fixed $E$, $\Gamma$ and $s$, cooling is a load to set against $\Gamma$ and does not enter the formula for $L$. All of this margin is for a bond parallel to the chip. A weak bond that crosses the layer's thickness is opened directly by the 24.3 MPa, and a sharp channel crack along it, with silicon below, releases about 3.1 J/m² at 100 K, roughly $\Gamma$ itself.

The 12 µm is thus a scale for long cracks along a weak bond with epoxy on both sides, in a body much larger than the zone. The corresponding zones are 4.7 to 8.8 µm for the two softening laws, and about twice as long against silicon. The numerical output gives the values to more digits.

## Computed results

```
Modulus E: 10 GPa
Fracture energy Gamma: 3 J/m^2
Cohesive strength s: 50 MPa
Process-zone scale L: 12 um
Process-zone scale L: 1.2e-05 m
Strain scale s/E: 0.005
Critical opening Gamma/s: 60 nm
Critical stress intensity K: 0.1732 MPa sqrt(m)
Constant-stress zone factor pi/8: 0.3927
Constant-stress zone length: 4.712 um
Linear-softening zone factor: 0.7312
Linear-softening zone length: 8.774 um
Linear-softening computed K^2/(E Gamma): 1
Strength/Griffith crossing half-length: 3.82 um
Cohesive failure stress at crossing: 40.59 MPa
Finite cracks: a [um], s [MPa], failure S [MPa], zone formula [um], zone numerical [um], opening numerical [nm]
  3, 50, 43.33, 11.431, 11.429, 60.00
  10, 50, 28.54, 6.020, 6.015, 60.00
  30, 50, 17.38, 5.103, 5.096, 60.00
  10, 100, 30.30, 1.250, 1.250, 30.00
Griffith stress at a = 3 um: 56.42 MPa
Griffith stress at a = 10 um: 30.9 MPa
Griffith stress at a = 30 um: 17.84 MPa
Layer Poisson ratio, rough: 0.3
Silicon Poisson ratio, rough: 0.22
Silicon modulus, rough: 160 GPa
Plane-strain layer modulus: 10.99 GPa
Plane-strain scale L: 13.19 um
Effective interface modulus: 20.63 GPa
Interface scale L with silicon: 24.76 um
Interface scale / simple scale: 2.063
Interface constant-stress zone: 9.722 um
Interface linear-softening zone: 18.1 um
Lower silicon modulus, rough: 130 GPa
Interface scale with lower silicon modulus: 24.41 um
Normal-shear coupling beta: -0.2462
Coupling squared beta^2: 0.0606
Scale L if strength is 20% higher: 8.333 um
Scale L if strength is 20% lower: 18.75 um
Scale L if E and s both fall 20% when hot: 15 um
Layer thickness, rough: 50 um
Interface softening zone / layer thickness: 0.362
Filler size, rough: 1 um
Filler size / constant-stress zone: 0.2122
Expansion mismatch, rough: 17 ppm/K
Cooling interval: 100 K
Thermal biaxial stress: 24.29 MPa
Thermal delamination energy, free top: 1.342 J/m^2
Thermal energy / Gamma: 0.4473
```
